# The on-top pair density and stretched H2+ in pair-density functional theory: a program that tests the result

```python
"""
Result under test: for one electron the on-top pair density Pi(r) vanishes, so a
translated functional E_ot[rho, Pi] equals the fully polarised E_xc[rho, 0], and
stretched H2+ keeps the delocalisation error of the parent functional.

Symbols (Rydberg units, e^2 = 2, lengths in bohr):
  rho    electron density;  Pi = <psi+_a psi+_b psi_b psi_a>, each pair counted once
  zeta   sqrt(1 - 4 Pi / rho^2), effective spin polarisation of the translation
  J      classical self-repulsion, double integral of rho rho' / |r - r'|
  error  J + E_xc, approximate minus exact energy of a one-electron state
  q      fraction of the electron on one proton, 1 - q on the other
"""
import numpy as np
from scipy import linalg, integrate
from scipy.constants import physical_constants
from pyscf import gto, dft, scf

RY_PER_HARTREE = 2.0
EV_PER_RY = physical_constants["Rydberg constant times hc in eV"][0]
FUNCTIONALS = {"LSDA-x": "LDA,", "PBE": "PBE,PBE"}

# ---- Fock space of two orbitals with two spins (modes: 0up, 1up, 0down, 1down)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


ann = [annihilator(k) for k in range(4)]
vacuum = np.zeros(16)
vacuum[0] = 1.0


def create(coefficients, state):
    return sum(c * (a.T @ state) for c, a in zip(coefficients, ann))


def density_matrices(state):
    """Spin-summed one-particle matrix and the up-down two-particle matrix."""
    one = np.zeros((2, 2))
    for shift in (0, 2):
        removed = np.array([ann[shift + p] @ state for p in range(2)])
        one += removed @ removed.T
    pairs = np.array([[ann[2 + s] @ ann[p] @ state for s in range(2)]
                      for p in range(2)])
    return one, np.einsum("prk,qsk->prqs", pairs, pairs)


def on_top(two, phi):
    return np.einsum("xp,xr,xq,xs,prqs->x", phi, phi, phi, phi, two,
                     optimize=True)


def translate(rho, pi):
    """rho: rows are density and, if present, its gradient components."""
    dense = rho[0] > 1e-14
    ratio = np.zeros_like(pi)
    ratio[dense] = 4 * pi[dense] / rho[0][dense] ** 2
    zeta = np.sqrt(np.clip(1 - ratio, 0, 1))
    return rho * (1 + zeta) / 2, rho * (1 - zeta) / 2


def xc_energy(code, up, down, weights):
    if dft.libxc.xc_type(code) == "LDA":
        packed = np.array([up[0], down[0]])
    else:
        packed = np.array([up, down])
    per_electron = dft.libxc.eval_xc(code, packed, spin=1)[0]
    return RY_PER_HARTREE * np.sum(weights * (up[0] + down[0]) * per_electron)


# ---- on-top density: one electron against two-electron controls
rng = np.random.default_rng(5)
phi_test = rng.normal(size=(60, 2))
spinor = rng.normal(size=4)
one_electron = create(spinor / np.linalg.norm(spinor), vacuum)
pi_one = on_top(density_matrices(one_electron)[1], phi_test)
assert np.max(np.abs(pi_one)) < 1e-14

u = np.array([0.6, 0.8])
v = np.array([0.28, -0.96])
determinant = create([u[0], u[1], 0, 0], create([0, 0, v[0], v[1]], vacuum))
one_det, two_det = density_matrices(determinant)
rho_up, rho_down = (phi_test @ u) ** 2, (phi_test @ v) ** 2
pi_det = on_top(two_det, phi_test)
rho_det = np.einsum("xp,xq,pq->x", phi_test, phi_test, one_det)
assert np.allclose(rho_det, rho_up + rho_down, atol=1e-12)
assert np.allclose(pi_det, rho_up * rho_down, atol=1e-12)
major, minor = translate(rho_det[None, :], pi_det)
# square root near zeta = 0 magnifies rounding to about 1e-8
assert np.allclose(major[0], np.maximum(rho_up, rho_down), atol=1e-6)
assert np.allclose(minor[0], np.minimum(rho_up, rho_down), atol=1e-6)
high_spin = create([0, 1, 0, 0], create([1, 0, 0, 0], vacuum))
pi_high_spin = on_top(density_matrices(high_spin)[1], phi_test)
assert np.max(np.abs(pi_high_spin)) < 1e-14

# ---- isolated hydrogen atom with its analytic density
nodes, node_weights = np.polynomial.legendre.leggauss(240)
radius = 15.0 * (nodes + 1)
shell_weights = 15.0 * node_weights * 4 * np.pi * radius ** 2
rho_1s = np.exp(-2 * radius) / np.pi


def atom_xc(code, fraction):
    if fraction == 0:
        return 0.0
    zero = np.zeros_like(radius)
    up = fraction * np.array([rho_1s, -2 * rho_1s, zero, zero])
    return xc_energy(code, up, np.zeros_like(up), shell_weights)


def shell(r):
    return 4 * r * r * np.exp(-2 * r)


def enclosed(r):
    return integrate.quad(shell, 0, r)[0]


J_atom = 5 / 8
J_quadrature = 2 * integrate.quad(
    lambda r: 4 * r * np.exp(-2 * r) * enclosed(r), 0, 25)[0]
assert abs(J_quadrature - J_atom) < 1e-7
Ex_atom = -(81 / 128) * (6 / np.pi ** 2) ** (1 / 3)
assert abs(atom_xc("LDA,", 1.0) - Ex_atom) < 1e-6


def separated_error(name, q, distance=np.inf):
    """Predicted error when fractions q and 1-q sit on far-apart protons."""
    if name == "LSDA-x":
        xc = (q ** (4 / 3) + (1 - q) ** (4 / 3)) * Ex_atom
    else:
        xc = atom_xc(FUNCTIONALS[name], q) + atom_xc(FUNCTIONALS[name], 1 - q)
    return (q * q + (1 - q) ** 2) * J_atom + xc + 2 * q * (1 - q) / distance


fractions = np.linspace(0, 1, 101)
curve = np.array([separated_error("LSDA-x", q) for q in fractions])
assert np.argmin(curve) == 50

# ---- H2+ in an even-tempered Gaussian basis
basis = gto.expand_etbs([[0, 12, 0.04, 2.4], [1, 4, 0.12, 3.0],
                         [2, 2, 0.3, 3.0]])


class Ion:
    def __init__(self, distance):
        self.mol = gto.M(atom=[["H", (0, 0, -distance / 2)],
                               ["H", (0, 0, distance / 2)]],
                         unit="Bohr", basis={"H": basis}, charge=1, spin=1,
                         verbose=0)
        self.core = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        overlap = self.mol.intor("int1e_ovlp")
        self.orbitals = linalg.eigh(self.core, overlap)[1][:, :2]
        self.eri = self.mol.intor("int2e", aosym="s8")
        self.grids = dft.gen_grid.Grids(self.mol)
        self.grids.level = 4
        self.grids.build()
        ao = dft.numint.eval_ao(self.mol, self.grids.coords, deriv=1)
        self.phi = np.array([ao[k] @ self.orbitals for k in range(4)])

    def evaluate(self, q=0.5):
        """Energies of the state with fractions q and 1-q on the protons."""
        a, b = np.sqrt(q), np.sqrt(1 - q)
        c = np.array([a + b, a - b]) / np.sqrt(2)
        one, two = density_matrices(create([c[0], c[1], 0, 0], vacuum))
        phi, weights = self.phi, self.grids.weights
        rho = np.array([np.einsum("xp,xq,pq->x", phi[0], phi[k], one)
                        for k in range(4)])
        rho[1:] *= 2
        pi = on_top(two, phi[0])
        up, down = translate(rho, pi)
        dm = self.orbitals @ one @ self.orbitals.T
        coulomb = scf.hf.dot_eri_dm(self.eri, dm, hermi=1, with_k=False)[0]
        left = np.sum((weights * rho[0])[self.grids.coords[:, 2] < 0])
        out = {"exact": RY_PER_HARTREE * (np.sum(self.core * dm)
                                          + self.mol.energy_nuc()),
               "J": RY_PER_HARTREE * 0.5 * np.sum(coulomb * dm),
               "max_pi": np.max(np.abs(pi)), "left": left, "mismatch": 0.0}
        for name, code in FUNCTIONALS.items():
            out["xc " + name] = xc_energy(code, up, down, weights)
            out["error " + name] = out["J"] + out["xc " + name]
            out["E " + name] = out["exact"] + out["error " + name]
            kohn_sham = dft.UKS(self.mol)
            kohn_sham.xc = code
            kohn_sham.grids = self.grids
            kohn_sham._eri = self.eri
            reference = RY_PER_HARTREE * kohn_sham.energy_tot(
                dm=np.array([dm, np.zeros_like(dm)]))
            out["mismatch"] = max(out["mismatch"],
                                  abs(reference - out["E " + name]))
        return out


distances = [2.0, 4.0, 8.0, 12.0, 20.0]
table = {}
for distance in distances:
    ion = Ion(distance)
    table[distance] = ion.evaluate()
    assert abs(table[distance]["left"] - 0.5) < 1e-4
states = {0.5: table[20.0], 0.25: ion.evaluate(0.25), 1.0: ion.evaluate(1.0)}
all_results = list(table.values()) + [states[0.25], states[1.0]]
largest_pi = max(item["max_pi"] for item in all_results)
largest_mismatch = max(item["mismatch"] for item in all_results)
assert largest_pi < 1e-13
assert largest_mismatch < 1e-6

# exact energy does not depend on q at 20 bohr; the approximate errors do
assert abs(table[20.0]["exact"] + 1) < 1e-4
for q, item in states.items():
    assert abs(item["exact"] - table[20.0]["exact"]) < 1e-6
    for name in FUNCTIONALS:
        # allowance for basis error and the weak polarisation of the atoms
        predicted = separated_error(name, q, 20.0)
        assert abs(item["error " + name] - predicted) < 5e-4
for name in FUNCTIONALS:
    assert states[0.5]["error " + name] < states[1.0]["error " + name] - 0.02
    tail = [table[d]["E " + name] for d in (8.0, 12.0, 20.0)]
    limit = -1 + separated_error(name, 0.5)
    assert tail[0] > tail[1] > tail[2] > limit
    assert limit < -1 + separated_error(name, 1.0)

# ---- printed results
print("ON-TOP DENSITY AND TRANSLATION")
print(f"largest |Pi|, one electron, H2+ grids: {largest_pi:.1e} bohr^-6")
print(f"largest Pi, two-electron determinant test: {pi_det.max():.3f} (model)")
print(f"largest |E(translated)-E(polarised KS)|: {largest_mismatch:.1e} Ry")
print("HYDROGEN ATOM, ANALYTIC DENSITY")
print(f"J = {J_atom:.5f} Ry")
print(f"LSDA exchange = {Ex_atom:.5f} Ry")
print(f"PBE exchange-correlation = {atom_xc('PBE,PBE', 1.0):.5f} Ry")
print("INFINITE SEPARATION: ERRORS AND DELOCALISATION ERROR")
for name in FUNCTIONALS:
    whole, half = separated_error(name, 1.0), separated_error(name, 0.5)
    print(f"{name}: error q=1: {whole:.5f} Ry; q=1/2: {half:.5f} Ry")
    print(f"{name}: difference {half - whole:.5f} Ry"
          f" = {(half - whole) * EV_PER_RY:.3f} eV")
    print(f"{name}: limit of symmetric curve {-1 + half:.5f} Ry")
print("SYMMETRIC H2+: R (bohr), then exact-in-basis E, J (Ry)")
for d, item in table.items():
    print(f"R={d:4.0f}  E={item['exact']:.5f}  J={item['J']:.5f}")
for name in FUNCTIONALS:
    print(f"SYMMETRIC H2+, translated {name}: E_ot, error, total E (Ry)")
    for d, item in table.items():
        print(f"R={d:4.0f}  {item['xc ' + name]:.5f}"
              f"  {item['error ' + name]:.5f}  {item['E ' + name]:.5f}")
print("H2+ AT R = 20 bohr: computed error / predicted error (Ry)")
for q, item in sorted(states.items()):
    for name in FUNCTIONALS:
        print(f"q={q:.2f} {name}: {item['error ' + name]:.5f}"
              f" / {separated_error(name, q, 20.0):.5f}")
spread = max(abs(s["exact"] - table[20.0]["exact"]) for s in states.values())
print(f"spread of exact-in-basis E over these q: {spread:.1e} Ry")
print("finished without a failed check")
```

It prints:

```
ON-TOP DENSITY AND TRANSLATION
largest |Pi|, one electron, H2+ grids: 0.0e+00 bohr^-6
largest Pi, two-electron determinant test: 9.034 (model)
largest |E(translated)-E(polarised KS)|: 2.3e-15 Ry
HYDROGEN ATOM, ANALYTIC DENSITY
J = 0.62500 Ry
LSDA exchange = -0.53607 Ry
PBE exchange-correlation = -0.62383 Ry
INFINITE SEPARATION: ERRORS AND DELOCALISATION ERROR
LSDA-x: error q=1: 0.08893 Ry; q=1/2: -0.11298 Ry
LSDA-x: difference -0.20191 Ry = -2.747 eV
LSDA-x: limit of symmetric curve -1.11298 Ry
PBE: error q=1: 0.00117 Ry; q=1/2: -0.20312 Ry
PBE: difference -0.20429 Ry = -2.780 eV
PBE: limit of symmetric curve -1.20312 Ry
SYMMETRIC H2+: R (bohr), then exact-in-basis E, J (Ry)
R=   2  E=-1.20522  J=0.66146
R=   4  E=-1.09208  J=0.45713
R=   8  E=-1.00504  J=0.37186
R=  12  E=-1.00032  J=0.35403
R=  20  E=-1.00002  J=0.33751
SYMMETRIC H2+, translated LSDA-x: E_ot, error, total E (Ry)
R=   2  -0.57630  0.08516  -1.12006
R=   4  -0.43211  0.02502  -1.06707
R=   8  -0.41918  -0.04733  -1.05237
R=  12  -0.42502  -0.07099  -1.07131
R=  20  -0.42546  -0.08795  -1.08797
SYMMETRIC H2+, translated PBE: E_ot, error, total E (Ry)
R=   2  -0.67256  -0.01110  -1.21633
R=   4  -0.51548  -0.05835  -1.15044
R=   8  -0.50835  -0.13649  -1.14153
R=  12  -0.51510  -0.16107  -1.16139
R=  20  -0.51559  -0.17809  -1.17811
H2+ AT R = 20 bohr: computed error / predicted error (Ry)
q=0.25 LSDA-x: -0.04032 / -0.04034
q=0.25 PBE: -0.12983 / -0.12985
q=0.50 LSDA-x: -0.08795 / -0.08798
q=0.50 PBE: -0.17809 / -0.17812
q=1.00 LSDA-x: 0.08892 / 0.08893
q=1.00 PBE: 0.00117 / 0.00117
spread of exact-in-basis E over these q: 5.8e-08 Ry
finished without a failed check
```
